Why steady channel-crack energy release does not depend on crack length, part 2

A film of thickness h is perfectly bonded to a substrate and carries a uniform initial tension σ normal to the crack plane. A channel crack of length a cuts the film through its whole thickness. It lies in the plane y = 0 and runs along x from a fixed end at x = 0 to an advancing front; z points down. Both materials are linear elastic and isotropic, strains are small, and there is no debonding or cracking of the substrate.

Subscripts f and s denote film and substrate. E is Young's modulus, ν is Poisson's ratio, and Ē_f = E_f/(1−ν_f²). Displacement is u_i and strain is ε_ij. Repeated indices are summed, and δ_ij is 1 for i = j and 0 otherwise.

W is the energy released by the crack. The release rate per unit area, averaged over the front, is

G(a) = (1/h) dW/da.  (2)

The wake is the opened channel behind the front. Far behind the front it is in plane strain, with opening area V and released energy w per unit length. The plane section is the two-dimensional problem in y and z that gives V and w. As a grows, G tends to a steady value G_ss, with

hG_ss = w = ½σV.

The dimensionless number Z depends on the elastic constants of the two materials:

G_ss = Zσ²h/Ē_f,  V = 2hG_ss/σ = 2Zσh²/Ē_f.  (11)

For equal elastic constants, G_ss is half the release rate of a plane edge crack of depth h. The integral equation gives Z = 1.976 and finite elements give 1.950.

For a long channel with fixed front shape,

W = wa − W₀,  (10)

up to terms that vanish as a → ∞. The constant W₀ depends on the shapes of both ends, while w does not.

Γ is the film toughness. The condition for steady growth is G_ss = Γ, which is only approximate on a stiffer substrate, where the crack may leave a thin layer of film uncut.

What remains is how quickly G approaches G_ss as the channel lengthens, and what the result means for a particular film.

## 13. Why an elastic substrate gives an inverse-square approach

A finite channel lacks the wake that a semi-infinite one has beyond x = 0. The distant effect of this missing wake is carried by the substrate. To find it, consider distances much larger than h, and assume also that the film is too thin to stiffen the substrate on that scale. The latter requires a ≫ hĒ_f/E_s.

At such distances σ_zz is negligible in the film. A substrate strain ε changes the film stress by

Δσ_yy = Ē_f(ε_yy + ν_f ε_xx) = Ē_f a_ij ε_ij,

where the matrix a_ij has entries a_xx = ν_f, a_yy = 1 and zero otherwise. By elastic reciprocity, an opening area V over a length dx acts on the substrate as a force dipole of strength

m_ij = Ē_f V a_ij dx.

The same matrix appears because the work of a distant field on the opening is Δσ_yy V dx.

The next ingredient is the response of a half-space to tangential surface traction. Take a traction of wavevector k and magnitude k = |k|.

If the traction is perpendicular to k, the displacement is proportional to e^{−kz}. The traction needed is μ_s k times the surface displacement, with μ_s = E_s/[2(1+ν_s)]. The surface displacement is thus 2(1+ν_s)/(E_s k) times the traction.

If the traction is parallel to k, choose k temporarily along x and use the plane-strain stress function

φ = Bz e^{−kz} cos kx.

At z = 0 it gives

σ_zz = ∂_x²φ = 0,
σ_xx = ∂_z²φ = −2kB cos kx,
σ_xz = −∂_x∂_zφ = kB sin kx.

The outward normal is −z, so the applied traction is t_x = −kB sin kx. Since σ_zz = 0 at the surface, ε_xx = (1−ν_s²)σ_xx/E_s. Integration gives

u_x = −[2B(1−ν_s²)/E_s] sin kx = [2(1−ν_s²)/(E_s k)] t_x.

With n = k/|k|, both cases are contained in

u_i = [2(1+ν_s)/(E_s k)] (δ_ij − ν_s n_i n_j) t_j.  (12)

A dipole m_ij at a point produces the traction components t_i = −i k_j m_ij in Fourier space; the i multiplying k_j is the imaginary unit. The strain component needed is a_ij i k_j u_i. The two imaginary factors multiply to +1, and the transformed film stress is

Δσ = [2Ē_f²(1+ν_s)V dx/E_s] F(k),

F(k) = (ν_f²k_x² + k_y²)/k − ν_s(ν_f k_x² + k_y²)²/k³.

To return to real space, let r² = x²+y². The two-dimensional transform of 1/r is 2π/k. Since ∇²r = 1/r, the transform of r is −2π/k³ away from k = 0. Thus 1/k becomes 1/(2πr), 1/k³ becomes −r/(2π), and each k_i² becomes −∂_i².

On the channel line y = 0, at x > 0, the derivatives are

∂_x²(1/r) = 2/x³,  ∂_y²(1/r) = −1/x³,
∂_x⁴r = 0,  ∂_x²∂_y²r = 2/x³,  ∂_y⁴r = −3/x³.

The first term of F therefore gives (1−2ν_f²)/(2πx³). In the second, (ν_f∂_x²+∂_y²)²r = (4ν_f−3)/x³. Multiplication by −1/(2π) and by −ν_s gives −ν_s(3−4ν_f)/(2πx³). Altogether,

Δσ = Q V dx/x³,  Q = Ē_f²(1+ν_s)S/(πE_s),  (13)

S = 1 − 3ν_s + 4ν_fν_s − 2ν_f².

At the advancing front, the missing wake lies at distances from a to infinity. It changes the available film stress by

Δσ = −QV ∫_a^∞ dr/r³ = −QV/(2a²).

This change is nearly uniform over the small region that controls the front. The release rate is quadratic in the stress, so its fractional change is 2Δσ/σ = −QV/(σa²). Insert V from equation (11):

G/G_ss = 1 − C(h/a)² + smaller terms,

C = 2ZS(1+ν_s)Ē_f/(πE_s).  (14)

For equal Poisson ratios, S = (1−ν)(1−2ν). The approach is then from below for ν < ½. At ν = ½ this leading term vanishes. For unequal materials S can be negative, in which case the distant approach is from above.

## 14. Test of the approach

Three-dimensional finite-element energies give G as a difference quotient between neighbouring crack lengths. They were compared with w from the plane section for two pairs of materials with equal Young's moduli. The calculation repeats the crack along x with period P = 96h. Each missing gap and each neighbouring crack was included by replacing 1/a² with

Σ_{k≥0} {1/(a+kP)² − 1/[(k+1)P−a]²}.

In this sum a was taken as W/w, the length of undisturbed wake with the same total opening.

For ν_f = ν_s = 0.2, the inferred C is 0.673 at a = 12h and 0.670 at 24h. Removing a correction proportional to h/a gives 2(0.670)−0.673, or 0.668 before rounding the inputs. Equation (14) gives 0.735, with Z from the same mesh. For ν_f = 0.3 and ν_s = 0, the extrapolated value is 1.134 and the formula gives 1.197. The numerical values are 9 and 5 per cent below the respective formula values. The test allowed 20 per cent for the coarse distant mesh and for higher orders in h/a; their separate contributions to the difference were not determined. It supports the inverse-square law and the dependence on Poisson's ratios at that accuracy.

## 15. A rigid substrate

The inverse cube in equation (13) comes from the factor 1/k in the half-space response, which is singular at k = 0. A film clamped to a rigid base has no such singularity. At every real k, its motion is governed by equations across a finite thickness, and the clamped base gives it a positive stiffness. The response is therefore smooth in k_x and k_y, and can be continued a finite distance into complex k. Shifting the Fourier integral by that distance yields exponential decay along the film. The missing wake then has an exponentially small effect on the front.

The numerical test uses ν_f = 0.25 and a single step of 0.25h along x, so its values are rough. The largest |1−G/G_ss| for a/h between 2 and 3 is 7.1×10⁻³. Between 6 and 7 it is 1.2×10⁻⁴, smaller by a factor of 57. With the step error removed these become about 1.3×10⁻² and 1.5×10⁻⁴, a factor near 90, and G passes slightly above G_ss between a = 2.5h and 3h. An inverse-square law would give a factor of about 9 between the starts of these intervals. The test supports a much faster decay, though two intervals do not determine its exact rate.

## 16. A low-k glass film on silicon

Take a 2.0 µm organosilicate low-k glass film on silicon, with rough typical values: σ = 60 MPa, E_f = 8 GPa, ν_f = 0.25 and toughness Γ = 3 J/m². The substrate is treated as isotropic, with E_s = 160 GPa and ν_s = 0.22.

The stress and thickness set the energy scale

σ²h/Ē_f = (60 MPa)²(2.0 µm)(1−0.25²)/(8 GPa) = 0.844 J/m².

The plane section gives Z = 1.104 on the finer mesh, and 1.103 on the mesh used for finite lengths. Both meshes are slightly too stiff: the converged value is Z = 1.111, about 0.7 per cent higher. It would raise G_ss below to 0.94 J/m² and leave the critical thickness at 6.4 µm. With the mesh value,

G_ss = 1.104 × 0.844 J/m² = 0.93 J/m².

This is below the assumed toughness. In this model a long channel does not advance. The thickness at which G_ss would equal Γ, with stress and materials held fixed, is

h_c = hΓ/G_ss = 2.0 µm × 3/0.931 = 6.4 µm.

Far behind a front in the 2 µm film, the opening at the surface would be 48 nm.

The calculated approach to the steady rate, for a straight front, is:

a = 1h = 2 µm:  G/G_ss = 0.86
a = 2h = 4 µm:  G/G_ss = 0.98
a = 3h = 6 µm:  G/G_ss = 0.997
a = 4h = 8 µm:  G/G_ss = 0.9988
a = 8h = 16 µm:  G/G_ss = 0.9996

Halving the mesh step along x changes the value at a = h from 0.86 to 0.84, and that at 2h from 0.982 to 0.979. The tabulated values at these short lengths are therefore somewhat too high. If the error is proportional to the step, the value at a = h is about 0.82 and that at 2h about 0.975. The entries at 3h and 4h are also slightly high: their converged values are 0.996 and 0.9986. The entry at 8h is unchanged to the digits shown. On the original mesh, G stays within 1 per cent of G_ss from a = 2.5h onward, up to the largest length examined, 10h. For this stiff substrate, a channel about three film thicknesses long is already long enough if an accuracy of 1 per cent is wanted.

For this stiff substrate equation (14) gives C = 0.020, so the inverse-square tail is small. At a = 8h it predicts a deficit of 0.0003, against 0.0004 calculated, which supports only the size of the tail. At 4h the formula and this mesh both give 0.0012, but this is not a test of the formula: the converged deficit is 0.0014, and short-range effects that the formula leaves out still contribute there.

The low values at short length matter for initiation. A film whose G_ss exceeds Γ can remain uncracked if its flaws are too short or too shallow. Conversely, making a long crack longer does not help it overcome a toughness greater than G_ss.

## 17. What a change of front shape does

For the same film, a front whose base lags its top by about h gives G/G_ss = 0.9996 at a = 8h when its shape is held fixed. The straight front gives the same value to this precision. This tests the claim that a fixed shape changes W₀ and leaves w unchanged.

With steps of 0.25h along x, the straight crack has released 0.40wh more energy than the slanted one with the same surface length. Suppose one compares a straight crack with a slanted crack whose surface length is greater by 0.25h. Equation (10) gives the energy difference, divided by 0.25wh, as

1 − 0.402/0.25 = −0.61.

The direct calculation on the same mesh also gives −0.61. This value is rough, because any error in 0.402 is multiplied by four. The negative sign has a simple origin: the base of the second crack is farther back than that of the first. The comparison is between two states and does not describe possible growth, which would require the base to heal. It does show that the steady rate must not be used while the front shape is changing appreciably.

## 18. The model beside a real film

The parameters describe a blanket film in a rough but realistic range; porosity and processing can move the modulus, stress and toughness considerably. Moisture can let cracks grow below the dry toughness. If it halves the usable Γ, a rough assumption, h_c falls from 6.4 to 3.2 µm. Cooling by 80 K with an assumed expansion mismatch of 10⁻⁵ per kelvin adds 8.5 MPa and multiplies G by 1.30. A real interconnect film may also rest on other compliant layers instead of directly on silicon. As a guide to that effect, a thick underlayer with the film's own elastic constants has Z = 1.98, which raises G by a factor of about 1.8 at the same stress and thickness. A thinner underlayer of this kind has a smaller effect, and a more compliant one can have a larger effect. The underlayer may crack too, which this model excludes.

The other effects estimated are smaller for this film. Varying the isotropic silicon modulus from 130 to 188 GPa changes Z from 1.116 to 1.094 on the working mesh; the converged values are both about 0.008 higher. Parallel channels 10h apart, all advancing together, lower G by 0.3 per cent. Contraction and bending of a free 750 µm wafer together lower the film stress by 0.06 per cent. A rough cohesive strength of E_f/10 gives a fracture zone of 40 nm, or 0.02h, which is small beside the film thickness. This estimate varies as the inverse square of the strength: at E_f/30 the zone would be 0.36 µm, or 0.18h, and could no longer be neglected safely.

The value 6.4 µm is therefore not a general design limit. It applies to an isolated channel that cuts the whole thickness of a uniform film with the stated stress and toughness, bonded directly to silicon, without moisture-assisted growth or debonding. A channel that stops just short of the silicon can have a slightly higher release rate, and so a slightly smaller critical thickness. Length independence is less sensitive to these numbers: it requires a channel long enough for the effect of its far end to fade, uniform conditions along it, a finite plane-strain opening and a settled front. The full set of calculated values is given in the numerical output.

Computed values

```
equal materials: Z, integral equation     1.9758
equal materials: Z, finite elements       1.9498
equal materials: half of edge-crack G     1.9758
nu_f=0.2 nu_s=0.2 a/h=12: 1-G/G_ss = 5.600e-03, C = 0.673
nu_f=0.2 nu_s=0.2 a/h=24: 1-G/G_ss = 1.187e-03, C = 0.670
   C extrapolated 0.668, C from dipole formula 0.735
nu_f=0.3 nu_s=0.0 a/h=12: 1-G/G_ss = 8.639e-03, C = 1.014
nu_f=0.3 nu_s=0.0 a/h=24: 1-G/G_ss = 1.929e-03, C = 1.074
   C extrapolated 1.134, C from dipole formula 1.197
rigid base: largest |1-G/G_ss|, a/h 2 to 3  7.10e-03
rigid base: largest |1-G/G_ss|, a/h 6 to 7  1.24e-04
film: h = 2.0 um, stress = 60 MPa, E = 8 GPa, nu = 0.25
substrate: E = 160 GPa, nu = 0.22, thickness = 750 um
film toughness (rough)                    3.0 J/m^2
example Z, working mesh / finer mesh      1.1028 / 1.1037
a = 0.5 h =  1.0 um: G/G_ss = 0.64563
a = 1.0 h =  2.0 um: G/G_ss = 0.86283
a = 2.0 h =  4.0 um: G/G_ss = 0.98201
a = 3.0 h =  6.0 um: G/G_ss = 0.99698
a = 4.0 h =  8.0 um: G/G_ss = 0.99879
a = 8.0 h = 16.0 um: G/G_ss = 0.99964
G within 1% of G_ss from a/h =            2.50
x step halved, a = 1 h: G/G_ss =          0.84090
x step halved, a = 2 h: G/G_ss =          0.97858
example tail coefficient C                0.0199
slanted front, a = 8 h: G/G_ss =          0.99960
straight minus slanted energy, over w h   0.402
front slants during a 0.25 h step: ratio  -0.609
stress^2 h / Ebar                         0.8438 J/m^2
steady release rate G_ss                  0.931 J/m^2
mouth opening far behind the front        47.8 nm
critical film thickness                   6.44 um
moist air, toughness halved (rough): h_c  3.22 um
cooling 80 K, mismatch 1e-05/K: stress +8.5 MPa, G x 1.305
silicon E 130 to 188 GPa: Z               1.1158 to 1.0943
parallel channels 10 h apart: G change    -0.275 %
wafer bending: film stress change         -0.056 %
process zone at strength E/10 (rough)     40 nm = 0.020 h
```
